# Why Slow d States Can Raise the Resistivity of a Metal

**Question.** A transition metal with a partly filled d band has light s carriers, as a simple metal does, and in addition many d states at the Fermi level. More states at the Fermi level might be expected to carry more current. Why, then, can their presence raise the resistivity, by how much, and under what conditions?

## The mechanism

A scatterer can send an s electron into any state of the same energy to which it couples. Adding d states at the Fermi level adds final states, so the s electron is scattered more often. The d states also open a second path for the current. The resistivity depends on which effect is larger: the loss suffered by the s current or the gain of a d current.

These two effects depend on different properties of the d states. The loss depends on how many there are, the gain also on how fast they move. A narrow band has many states per unit energy because its energy changes slowly with wavevector, and for the same reason its electrons are slow. This is the core of Mott's s–d scattering model.

To make the comparison quantitative, take two isotropic pockets, labelled \(b=s,d\), with energies \(k^2/(2m_b)\) measured from the bottom of each. The Fermi wavevector is \(k_b\) and the Fermi speed \(v_b=k_b/m_b\). Both pockets are electron-like. Atomic units, \(\hbar=e=m_e=1\), are used in the algebra, with electron charge \(-1\).

A pocket filled up to wavevector \(k\) holds \(k^3/(6\pi^2)\) states per spin and volume. Since \(dk/dE=m_b/k\), the density of states per spin and volume at the Fermi level is

\[
N_b=\frac{k_b^2}{2\pi^2}\,\frac{m_b}{k_b}=\frac{m_bk_b}{2\pi^2}.
\]

At fixed \(k_b\), a larger mass raises \(N_b\) and lowers \(v_b\) by the same factor.

## The scattering rate

Let one state be coupled by a weak matrix element \(M\) to a dense set of final states. First-order perturbation theory gives the probability of having left after time \(t\) as

\[
P(t)=\sum_j |M|^2\,\frac{4\sin^2(\Delta_jt/2)}{\Delta_j^2},
\]

where \(\Delta_j\) is the energy difference. If there are \(D\) final states per unit energy, the sum becomes an integral. With \(u=\Delta t/2\),

\[
\int_{-\infty}^{\infty}\frac{4\sin^2(\Delta t/2)}{\Delta^2}\,d\Delta
=2t\int_{-\infty}^{\infty}\frac{\sin^2u}{u^2}\,du=2\pi t .
\]

The rate is therefore \(2\pi|M|^2D\). It is proportional to the density of final states as long as \(M\) stays the same.

Now let a volume \(\mathcal V\) contain scatterers at random positions \(\mathbf R\), with density \(n_i\). Each is short-ranged and conserves spin. Its matrix element between a state of pocket \(b\) and one of pocket \(c\) is \(U_{bc}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}/\mathcal V\), with \(U_{bc}\) independent of direction. In the squared sum over scatterers the phases of different sites average out, which leaves \(n_i\mathcal V|U_{bc}|^2/\mathcal V^2\). There are \(\mathcal VN_c\) final states per unit energy, so the volume cancels:

\[
\Gamma_{bc}=2\pi W_{bc}N_c,\qquad W_{bc}=n_i|U_{bc}|^2=W_{cb}.
\]

The total rates are \(\Gamma_b=\Gamma_{bs}+\Gamma_{bd}\). Define

\[
g=\frac{N_d}{N_s},\quad w=\frac{v_d}{v_s},\quad r=\frac{W_{sd}}{W_{ss}},\quad q=\frac{W_{dd}}{W_{ss}} .
\]

Taking out the factor \(2\pi W_{ss}N_s\) gives

\[
\Gamma_s=2\pi W_{ss}N_s(1+rg),\qquad
\Gamma_d=2\pi W_{ss}N_s(r+qg).
\]

The s rate is thus a constant plus a term linear in the d density of states. It becomes proportional to \(N_d\) when \(rg\gg1\). The d electrons, too, are scattered into the many d states, through the term \(qg\).

## From rates to current

A rate is not yet a resistivity, because a scattered electron may keep part of its forward motion. The Boltzmann equation accounts for this. In a field \(\mathbf E\) the wavevector obeys \(\dot{\mathbf k}=-\mathbf E\). Write the occupation as

\[
f_b(\mathbf k)=f_0(\varepsilon)+\frac{\partial f_0}{\partial\varepsilon}\,\mathbf E\cdot\boldsymbol\lambda_b(\mathbf k),
\]

where \(f_0\) is the Fermi function and \(\boldsymbol\lambda_b\) is a vector mean free path, still to be found. For elastic scattering with rate \(p\) in either direction, the net loss is \(p[f(1-f')-f'(1-f)]=p(f-f')\), so the exclusion factors cancel.

To first order in the field, the drift term is \(-\mathbf E\cdot\mathbf v_b\,\partial f_0/\partial\varepsilon\), and it must equal minus the net loss. The common factor \(-\partial f_0/\partial\varepsilon\) drops out. Since the direction of \(\mathbf E\) is arbitrary,

\[
\mathbf v_b=\sum_c\Gamma_{bc}\left[\boldsymbol\lambda_b-\langle\boldsymbol\lambda_c\rangle\right],
\]

where \(\langle\cdots\rangle\) is the average over final directions. By isotropy \(\boldsymbol\lambda_c\) points along the direction of motion, so its average over all directions is zero. Hence

\[
\boldsymbol\lambda_b=\mathbf v_b/\Gamma_b .
\]

The electrical current is \(-1\) times the sum of velocity times occupation. With two spins and \(-\partial f_0/\partial\varepsilon\) concentrated at the Fermi level, pocket \(b\) contributes

\[
\mathbf j_b=2N_b\langle\mathbf v_b(\mathbf E\cdot\boldsymbol\lambda_b)\rangle
=\frac{2N_bv_b^2}{3\Gamma_b}\,\mathbf E .
\]

The factor \(1/3\) is the average of the squared cosine between the motion and the field. The conductivities of the two pockets add:

\[
\sigma=\sigma_s+\sigma_d,\qquad \sigma_b=\frac{2N_bv_b^2}{3\Gamma_b}.
\]

This agrees with the Drude form. Inserting \(N_b\) and \(v_b\) gives \(2N_bv_b^2/3=k_b^3/(3\pi^2m_b)=n_b/m_b\), where \(n_b\) is the carrier density including both spins.

## The resistivity formula

For comparison, keep the same s pocket and remove the d states. Its conductivity is \(\sigma_0=2N_sv_s^2/(3\Gamma_{ss})\), and its resistivity is \(\rho_0=1/\sigma_0\). Restoring the d states changes the s part by

\[
\frac{\sigma_s}{\sigma_0}=\frac{\Gamma_{ss}}{\Gamma_s}=\frac1{1+rg},
\]

and adds the d part

\[
\frac{\sigma_d}{\sigma_0}=\frac{N_dv_d^2}{N_sv_s^2}\,\frac{\Gamma_{ss}}{\Gamma_d}=\frac{gw^2}{r+qg}.
\]

The sum is

\[
\boxed{\;\frac{\rho_0}{\rho}=\frac1{1+rg}+\frac{gw^2}{r+qg}\;}
\]

For nonzero \(r\), the density ratio \(g\) weakens the first term. The second is proportional to the square of the speed ratio and, at fixed speeds, grows with \(g\). The resistivity rises if the right side is below one. Moving the first term across gives

\[
\frac{gw^2}{r+qg}<1-\frac1{1+rg}=\frac{rg}{1+rg}.
\]

For positive \(g\), multiplication by \((r+qg)/g\) turns this into

\[
w^2<\frac{r(r+qg)}{1+rg}.
\]

If all couplings are equal, \(r=q=1\), the right side is one and the condition is \(v_d<v_s\). For such couplings the d states raise the resistivity when their electrons are slower than the s electrons, whatever their number. The size of the rise depends on both their number and their speed.

Two limits of a large d density of states must be kept apart. In the first, the d mass grows at fixed \(k_d\). With \(\kappa=k_d/k_s\) and \(\mu=m_d/m_s\), we have \(g=\kappa\mu\) and \(w=\kappa/\mu\), so \(gw^2=\kappa^4/g\). The d term then falls as \(1/g^2\), while the s term falls as \(1/g\). For nonzero \(r\) and \(q\) the ratio \(\rho/\rho_0\) grows as \(rg\) plus the constant \(1-r^2\kappa^4/q\), so for \(rg\gg1\) the resistivity becomes nearly proportional to the d density of states, as long as the d electrons remain weakly scattered.

In the second limit, \(g\) grows at fixed speed, as if more and more identical d pockets were added, each scattering into the others as strongly as within itself. The s term vanishes but the d term tends to \(w^2/q\), so

\[
\frac{\rho}{\rho_0}\to\frac q{w^2}.
\]

The resistivity saturates because the d electrons have taken over the current: each new pocket adds carriers and scattering in the same proportion.

If s–d coupling is switched off, \(r=0\), the formula gives \(\rho_0/\rho=1+w^2/q\). The d states then lower the resistivity. In this model, therefore, the rise comes from s–d scattering and not from the mere presence of slow carriers.

## Does the angle of scattering matter?

Suppose that s–d scattering favours the forward direction, with its rate multiplied by \(1+\cos\theta\). Let \(\mathbf n\) be the initial direction and \(\mathbf n'\) the final one. The return term no longer vanishes, since

\[
\langle(1+\mathbf n\cdot\mathbf n')\,\mathbf n'\rangle=\tfrac13\mathbf n .
\]

The lengths \(\lambda_b\) now obey two coupled equations:

\[
\Gamma_s\lambda_s-\tfrac13\Gamma_{sd}\lambda_d=v_s,\qquad
\Gamma_d\lambda_d-\tfrac13\Gamma_{ds}\lambda_s=v_d .
\]

What an s electron retains after entering the d pocket is measured by \(\lambda_d\), which is short when d electrons are slow and scatter mostly within their own pocket. Keeping its direction then helps it little. By contrast, the same bias in s–s scattering, with no d states present, gives \(\Gamma_{ss}(1-\tfrac13)\lambda_s=v_s\) and lowers the resistivity by one third.

## Where the scattering strength comes from

At room temperature lattice vibrations are a natural source of scattering. A simple model gives each cell of volume \(\Omega\) an independent oscillator with displacement \(Q\) and stiffness \(K\). The displacement adds to the electron's Hamiltonian in that cell a term with matrix elements \(F_{bc}Q\) between pockets \(b\) and \(c\), so the short-range scatterer has strength \(U_{bc}=\Omega F_{bc}Q\). There are \(1/\Omega\) scatterers per volume. Different cells move independently about zero, so their cross terms average out. Classical equipartition, \(K\langle Q^2\rangle/2=k_BT/2\), gives

\[
W_{bc}=\frac1\Omega\,\Omega^2F_{bc}^2\langle Q^2\rangle
=\Omega F_{bc}^2\,\frac{k_BT}{K}.
\]

All rates, and hence the resistivity, are proportional to \(T\), provided the densities of states and speeds change little over an energy \(k_BT\). A narrow d band limits this: for the numerical case below, averaging over electron energy at fixed carrier number puts \(\rho/T\) below the linear value by 0.4 percent at 300 K, 2 percent at 600 K and 10 percent at 1000 K. The ratios \(r\) and \(q\) do not depend on temperature.

This treats the displacement as static. An oscillator of frequency \(\omega\) in fact exchanges the energy \(\omega\) with the electron. Measure energies from the Fermi level in units of \(k_BT\), and set \(x=\omega/k_BT\). Let \(n=1/(e^x-1)\) be the mean phonon number and \(f\) the Fermi function. Emission contributes \((n+1)[1-f(\varepsilon-x)]\) to the relaxation rate, and its reverse adds \(nf(\varepsilon-x)\). Absorption and its reverse contribute \(n[1-f(\varepsilon+x)]+(n+1)f(\varepsilon+x)\). The squared displacement matrix elements are \(\omega/(2K)\) times \(n+1\) or \(n\). Relative to the classical \(k_BT/K\), the rate is therefore multiplied by

\[
R(\varepsilon)=\frac x2\left[2n+1+f(\varepsilon+x)-f(\varepsilon-x)\right]
\approx1+\frac{x^2}{12}-x^2h(\varepsilon),
\]

with \(h=-f'=f(1-f)\). Here \(2n+1=\coth(x/2)\) was expanded for small \(x\), and \(N_b\) was taken as constant over the energy exchanged. Angular averaging still removes the return terms. The conductivity contains the thermal average of \(1/R\):

\[
\int h\left(1-\frac{x^2}{12}+x^2h\right)d\varepsilon
=1-\frac{x^2}{12}+\frac{x^2}{6}=1+\frac{x^2}{12},
\]

because \(\int h^2d\varepsilon=\int_0^1f(1-f)\,df=1/6\). To this order the resistivity is multiplied by \(1-x^2/12\). The factor is common to both pockets and cancels in \(\rho/\rho_0\).

## A numerical case

Take round model parameters that represent no particular metal:

- \(k_s=1.2\) and \(k_d=1.0\) per Å, with masses 1 and 10 electron masses
- \(\Omega=15\) Å\(^3\), \(K=5\) eV/Å\(^2\) and \(T=300\) K, so that \(k_BT=0.02585\) eV
- \(F_{ss}=2\) eV/Å and \(F_{sd}=F_{dd}=1.5\) eV/Å

The density ratio is \(g=10\times1.0/1.2=8.33\), and the speed ratio is \(w=(1.0/1.2)/10=0.0833\). The coupling ratios are \(r=q=(1.5/2)^2=0.5625\).

The mean squared displacement is \(0.02585/5=0.00517\) Å\(^2\). This gives \(W_{ss}=15\times4\times0.00517=0.310\) eV\(^2\) Å\(^3\) and \(W_{sd}=W_{dd}=0.1745\) eV\(^2\) Å\(^3\). With \(\hbar\) restored, the densities of states are \(N_s=0.00798\) and \(N_d=0.0665\) per eV Å\(^3\), and \(\hbar v\) is 9.144 eV Å for s and 0.762 eV Å for d electrons.

The rates, multiplied by \(\hbar\) to give energies, are

\[
\Gamma_{ss}=2\pi(0.3102)(0.007978)=0.0155\ \text{eV},
\]
\[
\Gamma_{sd}=2\pi(0.1745)(0.06648)=0.0729\ \text{eV}.
\]

About 82 percent of the scattering events of an s electron now lead into the d pocket. The total s rate is 0.0884 eV, and the s mean free path falls from 588 to 103 Å. For a d electron, \(\Gamma_{ds}=0.0087\) eV and \(\Gamma_{dd}=0.0729\) eV, with total 0.0816 eV. The two total rates are similar, yet the d mean free path is only 9.3 Å, because the d electron is slow.

The formula gives

\[
\frac{\rho_0}{\rho}=\frac1{1+0.5625\times8.333}
+\frac{8.333\times0.08333^2}{0.5625(1+8.333)}
\]
\[
=0.1758+0.0110=0.1868 .
\]

Thus \(\rho/\rho_0=5.35\). Counting the s current alone would give \(1+rg=5.69\); the d electrons, with 5.9 percent of the current, account for the difference.

In these units the conductivity is \(e^2/\hbar\) times \(2N(\hbar v)^2/(3\Gamma)\), with \(\hbar/e^2=4108\) ohm. Without d states,

\[
\rho_0=4108\times\frac{3\times0.01555}{2\times0.007978\times9.144^2}
\approx144\ \text{ohm Å}.
\]

With them, \(\rho=5.35\,\rho_0\approx769\) ohm Å. Since 1 µΩ cm equals 100 ohm Å, the resistivities are about 1.4 and 7.7 µΩ cm.

The result depends strongly on the d mass. With \(k_d\) and the couplings held fixed, the formula gives:

| d mass (electron masses) | \(g\) | \(\rho/\rho_0\) |
|---|---|---|
| 1 | 0.83 | 0.81 |
| 2 | 1.67 | 1.41 |
| 5 | 4.17 | 2.95 |
| 10 | 8.33 | 5.35 |

The light pocket in the first row lowers the resistivity, although it nearly doubles the density of states. Its electrons repay more current than they cost. This depends on the weaker d couplings as well as on the small mass: here \(w=0.83\), so with equal couplings the same pocket would raise the resistivity. Solving the equality in the condition above numerically puts the crossing at a d mass of 1.30. If instead the speed ratio were held at 0.0833 while \(g\) grew without limit, the formula would saturate at \(0.5625/0.0833^2=81\). With these parameters that limit lies outside the range of the Boltzmann description, because the d scattering rate grows with \(g\): the product \(k_d\lambda_d\) has already fallen to 2 at \(g\approx43\), where the ratio is only 19 and the d electrons carry about a quarter of the current.

Switching off s–d coupling at a d mass of 10 gives \(\rho/\rho_0=0.988\): the slow pocket by itself is a weak parallel conductor. Restoring the coupling with the forward bias \(1+\cos\theta\), and solving the two coupled equations, gives \(\lambda_s\approx107\) Å and \(\lambda_d\approx13\) Å. The s length grows by only 3.5 percent, while the d length grows by about 40 percent, because a d electron that enters the s pocket travels far; about two fifths of the gain in conductivity comes from the d current. The resistivity falls by 5.4 percent relative to the unbiased case, against 33 percent for the same bias in s–s scattering without d states.

For a phonon energy of 0.015 eV, \(x=0.58\) and \(1-x^2/12=0.972\). Integrating the full \(R(\varepsilon)\) numerically also gives 0.972. Both resistivities above, computed for static displacements, would thus fall by about 3 percent.

## How far the answer reaches

The calculation needs d electrons that are degenerate and weakly scattered. Here the d Fermi energy, 0.38 eV, is about 15 times \(k_BT\), and \(k_d\lambda_d=9.3\). The second number is large enough for a Boltzmann estimate but not for fine accuracy. The rates also use only the first-order scattering amplitude. One measure of repeated scattering in one cell is \(\pi N_d|U_{dd}|\), whose root-mean-square value here is 0.34. This is not very small, but it does not by itself fix the size of the correction, which also depends on states away from the Fermi level. The resistivities are therefore lowest-order estimates, and their later figures serve only to follow the arithmetic. As the d mass grows, the d scattering rate rises and the d Fermi energy falls. With the other parameters unchanged the two would meet at a d mass of about 22, only about twice the value used here. There \(k_d\lambda_d=2\), so the d mean free path is only about a third of a wavelength, and the Boltzmann description can no longer be relied on.

The model also assumes distinct s and d pockets. In a real transition metal the bands hybridize, so one Fermi surface can carry s and d character in varying proportion, and the couplings vary over it. Electron–electron scattering, magnetism and the phonon spectrum needed at low temperature are left out. A large measured d density of states therefore does not by itself establish a high resistivity. One must also know how strongly the fast carriers couple to those states, and how much current the electrons in them carry, which depends on their speed and on their own scattering.
